# Peak temperature of first-order desorption under linear heating

**Q.** You heat a contaminated coupon in vacuum at a steady rate and watch the pressure rise and fall. You say the peak temperature gives the binding energy. But a hotter surface releases molecules faster, so why is there a peak at all?

**A.** Because the supply runs out. Let $\theta$ be the coverage in monolayers. First-order desorption means that each molecule leaves independently, with the same probability per unit time:

$$\frac{d\theta}{dt}=-K\theta,\qquad K=\nu e^{-E/kT},\qquad T=T_0+\beta t .$$

Here $E>0$ is the desorption energy per molecule, $\nu$ the frequency factor and $\beta>0$ the heating rate. For a molar energy, replace $k$ by $R$. I take $E$ and $\nu$ as constant, all sites as equal, and the surface temperature as uniform. Molecules that leave do not return, and the pump is fast enough for the pressure rise to follow the rate $r=K\theta$. In this product $K$ grows while $\theta$ shrinks.

**Q.** That makes a peak plausible. Where is it?

**A.** Since $dT=\beta\,dt$, the rate law becomes $d\theta/dT=-K\theta/\beta$. Take the logarithm of the rate,

$$\ln r=\ln\nu-\frac{E}{kT}+\ln\theta ,$$

and differentiate. The second term gives $+E/kT^2$, and the third gives $(1/\theta)\,d\theta/dT=-K/\beta$:

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}-\frac{\nu}{\beta}e^{-E/kT}.$$

The first term is the fractional gain in $K$ per kelvin, the second the fractional loss of coverage. At the peak temperature $T_p$ they balance:

$$\boxed{\frac{E}{kT_p^2}=\frac{\nu}{\beta}\,e^{-E/kT_p}}$$

**Q.** A zero slope could be a minimum, or one of several maxima.

**A.** Factor the slope as

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}\,(1-q),\qquad q(T)=\frac{\nu k}{\beta E}\,T^2e^{-E/kT}.$$

Both $T^2$ and $e^{-E/kT}$ increase with $T$, so $q$ rises steadily from zero at $T\to0$ without bound. It passes through one once. The slope is positive below that temperature and negative above it, so there is a single maximum.

The ramp must start below $T_p$ to show it. If $T_0\ge T_p$, then $q\ge1$ from the start and the rate falls throughout. A missing peak may therefore mean that the ramp began at too high a temperature.

**Q.** Surely a fuller surface peaks at a different temperature?

**A.** Not under this law. The starting coverage $\theta_0$ multiplies the whole trace and drops out of the logarithmic slope. Second-order desorption, where two fragments must meet before leaving, behaves differently. With $r=K\theta^2$ we have $d\ln\theta/dT=-K\theta/\beta$, and therefore

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}-\frac{2K\theta}{\beta}.$$

The coverage now stays in the peak condition. I integrated both laws with $E=0.9$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $\beta=2$ K/s, starting at 200 K. Cutting $\theta_0$ from 1 to 0.25 left the first-order peak at 330.63 K, but moved the second-order peak from 330.07 to 344.22 K. Varying the dose is thus a way to question the simple law. A shift does not by itself prove second order: first-order desorption with the repulsion treated below moves the same way, from 316.5 to 327.2 K for the same two doses.

**Q.** Your condition has $T_p$ on both sides. Can it be solved?

**A.** Yes. Set $x=E/kT_p$, so that $T_p=E/kx$. The left side becomes

$$\frac{E}{kT_p^2}=\frac{E}{k}\,\frac{k^2x^2}{E^2}=\frac{kx^2}{E}.$$

Equating this to $(\nu/\beta)e^{-x}$ gives

$$x^2e^x=\frac{\nu E}{\beta k}.$$

Take the positive square root and divide by two:

$$\frac{x}{2}e^{x/2}=\frac12\sqrt{\frac{\nu E}{\beta k}} .$$

The Lambert function $W$ is defined by $W(z)e^{W(z)}=z$, on its positive branch here, so

$$x=2W\!\left(\frac12\sqrt{\frac{\nu E}{\beta k}}\right),\qquad T_p=\frac{E}{kx}.$$

**Q.** Put in numbers from a real cleaning problem.

**A.** Take strongly held water on an oxidised steel coupon, as in outgassing tests of parts for lithography tools. The values above are rough ones for this case; 0.9 eV is 86.8 kJ/mol. The start at 200 K means a coupon cooled and dosed cold. Pumped at 295 K, where the mean stay is about 237 s, it would keep only a few per cent of this water after 15 minutes, so water that survives a room-temperature pump-down on a small coupon is bound more strongly or resupplied. Then

$$x^2e^x=\frac{10^{13}\times0.9}{2\times8.617\times10^{-5}}=5.222\times10^{16},$$

which gives $x=31.589$ and

$$T_p=\frac{0.9}{8.617\times10^{-5}\times31.589}=330.6\ \mathrm K,$$

or about 57 °C. Both sides of the peak condition equal $0.0955\ \mathrm{K^{-1}}$.

I also tested the formula by integrating the rate law in time for four sets of $(E,\nu,\beta)$, in eV, $\mathrm{s^{-1}}$ and K/s: $(0.9,10^{13},2)$, $(0.5,10^{13},1)$, $(1.5,10^{15},5)$ and $(0.3,10^{12},10)$. The largest difference in peak temperature was $1.8\times10^{-5}$ K.

**Q.** Does the balance have a meaning in time as well as in temperature?

**A.** Multiply the condition by $\beta$:

$$K(T_p)=\frac{\beta E}{kT_p^2}=\left.\frac{d\ln K}{dt}\right|_{T_p}.$$

At the peak, the mean residence time $1/K$ equals the time in which $K$ would grow by a factor $e$ at its current fractional rate. Here $K=2\times0.0955=0.191\ \mathrm{s^{-1}}$, and its inverse is 5.2 s.

**Q.** How much water is still on the surface then? Half?

**A.** Less. Integrating $d\ln\theta/dT=-K/\beta$ from a cold start gives

$$\ln\frac{\theta}{\theta_0}=-\frac{\nu}{\beta}\int_0^T e^{-E/kT'}dT' .$$

I have replaced the lower limit $T_0$ by zero, because almost nothing leaves below 200 K. Put $T'=T/s$, so $dT'=-T\,ds/s^2$, and let $y=E/kT$. Then

$$\int_0^T e^{-E/kT'}dT'=T\int_1^\infty\frac{e^{-ys}}{s^2}ds\equiv T\,E_2(y).$$

The symbol $E_2$ is an exponential integral, not an energy. At the peak, the condition reads $x/T_p=(\nu/\beta)e^{-x}$, or $\nu T_p/\beta=xe^x$. Hence

$$\frac{\theta_p}{\theta_0}=\exp[-xe^xE_2(x)].$$

For large $x$, substitute $s=1+v/x$:

$$xe^xE_2(x)=\int_0^\infty\frac{e^{-v}}{(1+v/x)^2}dv=1-\frac2x+O(x^{-2}).$$

The remaining fraction is therefore $e^{-1}(1+2/x)$ to first order in $1/x$. This gives 0.391, against 0.390 from the full expression. About 61% of the water has already left.

The peak rate is $0.1911\times0.3898=0.0745$ monolayer/s. For 1 cm² carrying $10^{15}$ molecules, that is $7.45\times10^{13}$ molecules/s. With gas at 295 K, a pumping speed $S=0.2\ \mathrm{m^3/s}$ and chamber walls that take up no water, the pressure rise is

$$p=\frac{7.45\times10^{13}\times1.381\times10^{-23}\times295}{0.2}=1.52\times10^{-6}\ \mathrm{Pa},$$

or $1.14\times10^{-8}$ Torr.

**Q.** What does the model say about the width of the peak?

**A.** Near the peak, define $u=x(T-T_p)/T_p$. Then $E/kT=x/(1+u/x)\approx x-u$ for large $x$, so $K\approx K(T_p)e^u$. Also $dT=(T_p/x)\,du$ and $K(T_p)/\beta=x/T_p$, which gives

$$\frac{d\ln\theta}{du}=-\frac{T_p}{x}\,\frac{x}{T_p}\,e^u=-e^u,\qquad \theta=\theta_0e^{-e^u}.$$

The rate is therefore proportional to $\exp(u-e^u)$. Its maximum, at $u=0$, is $e^{-1}$. Half height requires $u-e^u=-1-\ln2$, with roots $u=-1.46$ and $u=0.99$. The rise is slower than the fall, and the full width at half maximum is

$$\Delta T\approx2.446\,\frac{T_p}{x}=2.446\,\frac{kT_p^2}{E}.$$

This gives 25.6 K, while direct integration gives 24.6 K. The limit is about 4% too wide, a difference of the order of the neglected $1/x\approx3\%$.

**Q.** In the laboratory I know $T_p$ and want $E$. Must I guess $\nu$?

**A.** With a single peak position, yes. From $xe^x=\nu T_p/\beta$,

$$E=kT_p\,W\!\left(\frac{\nu T_p}{\beta}\right).$$

The logarithm of the same relation is $x=\ln(\nu T_p/\beta)-\ln x$. The Redhead estimate replaces $\ln x$ by 3.64, which is right near $x=38$. Here $\ln x=3.453$, and the estimate returns 0.895 eV instead of 0.900 eV.

The guessed $\nu$ matters more. At fixed $T_p$ and $\beta$, differentiation gives $(1+1/x)\,dx=d\ln\nu$, so

$$dE=kT_p\,\frac{x}{1+x}\,d\ln\nu .$$

A factor of ten in $\nu$ changes $E$ by about 0.064 eV. If the same peak is read with $10^{12}$ or $10^{15}\ \mathrm{s^{-1}}$, the result is 0.84 or 1.03 eV. A thermometer reading 2 K too high adds only about 0.006 eV.

**Q.** Then the energy is partly an assumption. Can you remove it?

**A.** Use several heating rates. Multiply the peak condition by $\beta k/E$ and take logarithms:

$$\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k}{E}-\frac{E}{k}\,\frac1{T_p}.$$

Plotted against $1/T_p$, this is a straight line of slope $-E/k$. The intercept then gives $\nu$. With $E$, $\nu$ and $T_0$ held fixed, simulated peaks lie at 317.51 K for 0.5 K/s and 347.24 K for 10 K/s. From these two,

$$\frac Ek=\frac{\ln20-2\ln(347.24/317.51)}{1/317.51-1/347.24}
=\frac{2.817}{2.697\times10^{-4}\ \mathrm{K^{-1}}}=1.045\times10^4\ \mathrm K,$$

so $E=0.900$ eV. A twentyfold change in heating rate moves the peak by only 30 K, so temperature errors that vary with heating rate can spoil the slope: reading the upper peak 1 K too high gives 0.87 eV. The line also assumes constant $E$ and $\nu$. A frequency factor proportional to $T$ makes it return about 0.93 eV, and the repulsion treated below about 0.86 eV.

**Q.** Real oxides do not offer identical sites, and adsorbed molecules interact. How much survives?

**A.** Suppose the site energies have a Gaussian spread with standard deviation 0.05 eV about 0.9 eV, and molecules do not move between sites. The summed trace peaks at 326.7 K, only 4 K lower, but its width doubles to 49.5 K. If you read that width with the single-energy formula, you get

$$E\approx\frac{2.446\times8.617\times10^{-5}\times326.7^2}{49.5}\approx0.45\ \mathrm{eV},$$

half the true mean. In this case the position is a far safer guide than the width.

For repulsion, let $E(\theta)=E_0-w\theta$. The slope of $\ln r$ gains a term $(w/kT)\,d\theta/dT=-(w\theta/kT)K/\beta$, so the peak condition becomes

$$\frac{E(\theta)}{kT^2}=\frac K\beta\left(1+\frac{w\theta}{kT}\right).$$

Coverage has returned, even though desorption is still first order in form. For $w=0.05$ eV and one initial monolayer, the peak moves down by 14 K. By contrast, a frequency factor proportional to $T$, with the same value at the original peak, moves it up by 0.3 K.

**Q.** You also assumed that molecules vanish into the pump. Water sticks to surfaces.

**A.** For the coupon alone the correction is small. Let $N_s$ and $N_g$ be the numbers of molecules on the surface and in the gas, $A$ the surface area, $V$ the chamber volume and $s$ the sticking probability. Gas strikes unit area at a rate equal to its number density times $c=\sqrt{kT_g/2\pi m}$, which is 147 m/s for water at gas temperature $T_g=295$ K. For well-mixed gas,

$$\frac{dN_g}{dt}=KN_s-\frac{sAc}{V}N_g-\frac SV N_g .$$

If the gas adjusts quickly, the left side is negligible and $N_g=KN_sV/(S+sAc)$. Surface loss then equals removal by the pump:

$$\frac{dN_s}{dt}=-\frac SV N_g=-\frac{K}{1+\rho}N_s,\qquad \rho=\frac{sAc}{S}.$$

The law remains first order, with $\nu$ replaced by $\nu/(1+\rho)$. This takes $s$ as constant, without blocking by occupied sites. With $s=1$, the coupon has $\rho=10^{-4}\times147.3/0.2=0.074$.

The chamber walls can matter far more for the size of the signal. If 0.36 m² of clean wall at room temperature also captured every molecule that struck it, and released little during the ramp, the pressure peak would be lower by a factor of roughly $1+0.36\times147.3/0.2\approx270$. The pressure calculated earlier is therefore an upper estimate.

Slow pumping adds a delay. Without readsorption, the pressure lags the rate by about $V/S=0.02/0.2=0.1$ s, or $\beta V/S=0.2$ K. Here $V=0.02\ \mathrm{m^3}$. For walls that take up no water, integration of the two balances puts the combined shift from lag and coupon readsorption at 0.9 K; with the capturing wall above it falls to about 0.2 K or less. Background water at $10^{-9}$ Torr, if every molecule stuck, would add about 0.03 monolayer before the peak.

**Q.** And when the contaminated surface is the chamber itself?

**A.** Then readsorption governs the result. Take 0.5 m² of wall with the same $E$, $\nu$, $S$ and $s=1$, and keep the gas at 295 K, so that $\rho=0.5\times147.3/0.2=368$. Let the bake start at 295 K and rise at 0.01 K/s. Without readsorption, the formula puts $T_p$ at 285 K, below the start, so after filling within about a second the pressure would only decay. With readsorption it puts the peak at 336.8 K, and integration of the two balances agrees.

The same factor matters without heating. At 295 K the mean stay of one molecule is $1/K=237$ s, but the time constant for clearing the wall is $(1+\rho)/K=369\times237\ \mathrm s$, about 24 hours. This single exponential belongs to the one-energy model; real unbaked steel walls, with many binding energies, usually pump down roughly as a power of time instead.

**Q.** So which of these numbers would you trust for a real steel part?

**A.** I would treat 331 K as a rough estimate. The energy and frequency factor are rough values for the strongly held water: with 0.9 eV and 2 K/s, the formula gives 355 K for $\nu=10^{12}\ \mathrm{s^{-1}}$ and 291 K for $10^{15}\ \mathrm{s^{-1}}$. An oxide can hold water in several ways, including as hydroxyl groups that must recombine before leaving, so neither a single energy nor first order is assured. In the cases computed here, the energy spread mainly broadens the peak and repulsion moves it by 14 K. For a whole wall, readsorption moves it by 51 K. That last figure assumes unit sticking and no site blocking; a lower sticking probability or blocked sites would reduce it, and on a full wall blocking would also add a burst of pressure at the start of the bake. For a small coupon in a well-pumped chamber, I would fit peaks from several heating rates and doses before quoting an energy. For a chamber bake, I would include $\rho$ from the start. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
Largest peak error, formula against integration: 1.8e-05 K
Input energy E: 0.90 eV = 86.8 kJ/mol
Input frequency factor: 1.0e+13 1/s; heating rate: 2.0 K/s
Start temperature: 200 K; room temperature: 295 K
Coupon area: 1.0 cm2; monolayer: 1.0e+15 1/cm2
Chamber volume: 20 L; pumping speed: 200 L/s
nu*E/(beta*k): 5.2220e+16 (no unit)
x = E/(k*Tp): 31.589; ln x: 3.453 (no unit)
Peak temperature, formula: 330.63 K = 57.48 C
Peak temperature, integration: 330.63 K
Left side E/(k*Tp^2): 0.09554 1/K
Right side (nu/beta)*exp(-x): 0.09554 1/K
Rate constant at peak: 0.1911 1/s; its inverse: 5.23 s
Coverage at peak: 0.3898; estimate (1+2/x)/e: 0.3912
Peak rate: 0.0745 monolayer/s; peak pressure: 1.14e-08 Torr
Limiting width constant: 2.4464 (no unit)
Full width, integration: 24.55 K; limit: 25.61 K
Residence time at room temperature: 237 s
Energy from Redhead estimate with 3.64: 0.8947 eV
Energy read from same peak if nu = 1e+12 1/s: 0.8365 eV
Energy read from same peak if nu = 1e+14 1/s: 0.9637 eV
Energy read from same peak if nu = 1e+15 1/s: 1.0274 eV
Energy read if Tp is 2 K too high: 0.9056 eV
Simulated peak at 0.5 K/s: 317.51 K
Simulated peak at 1.0 K/s: 323.94 K
Simulated peak at 2.0 K/s: 330.63 K
Simulated peak at 5.0 K/s: 339.89 K
Simulated peak at 10.0 K/s: 347.24 K
From the straight line: E = 0.9000 eV, nu = 1.000e+13 1/s
First order, peak at coverage 1 and 0.25: 330.63, 330.63 K
Second order, peak at coverage 1 and 0.25: 330.07, 344.22 K
Shift by repulsion of 0.05 eV per monolayer: -14.12 K
Shift if nu is proportional to T: 0.30 K
Site-energy spread (standard deviation): 0.05 eV
With that spread: peak 326.68 K, full width 49.53 K
Pumping time V/S: 0.10 s; shift of pressure peak: 0.198 K
Water impingement speed: 147.3 m/s
Coupon readsorption ratio rho: 0.0736 (no unit)
Coupon peak shift, readsorption and lag together: 0.89 K
Water gained from 1e-9 Torr before the peak: 0.0315 monolayer
Wall bake: area 0.5 m2, heating rate 0.01 K/s
Wall readsorption ratio rho: 368.2 (no unit)
Wall peak without readsorption, formula: 285.41 K
Wall peak with readsorption, formula: 336.77 K
Wall peak with readsorption, integration: 336.77 K
```
